\section*{Nuclear Derivatives of Gaussian Integrals and the Hartree–Fock Gradient, part 1}

(Sections cited here and not found follow in the second part.)

\section{A Gaussian on a line}

Take the function $g_0(x;A)=e^{-a(x-A)^2}$ with a fixed exponent $a>0$ and a movable centre $A$. The chain rule, with $\partial (x-A)/\partial A=-1$, gives
\begin{equation}
\frac{\partial g_0}{\partial A}=-2a(x-A)\,(-1)\,e^{-a(x-A)^2}=2a\,(x-A)\,e^{-a(x-A)^2}.
\end{equation}
The right side is $2a$ times $g_1=(x-A)e^{-a(x-A)^2}$, a $p$ function with the same centre and exponent. When the bump moves to the right, the function grows on its right flank and falls on its left flank, and that pattern of gain and loss is a $p$ function. For $g_1$ the prefactor moves as well, and the product rule gives two terms,
\begin{equation}
\frac{\partial g_1}{\partial A}=(-1)\,e^{-a(x-A)^2}+(x-A)\,2a(x-A)\,e^{-a(x-A)^2}=2a\,g_2-g_0 ,
\end{equation}
with $g_2=(x-A)^2e^{-a(x-A)^2}$.

The consequence for integrals can be checked in closed form. Let a second Gaussian have exponent $b$ and centre $B$, and put $p=a+b$, $P=(aA+bB)/p$, $\mu=ab/p$. Then
\begin{equation}
a(x-A)^2+b(x-B)^2=p\,(x-P)^2+\mu\,(A-B)^2 . \label{product}
\end{equation}
The $x^2$ terms agree because $p=a+b$ and the $x$ terms because $pP=aA+bB$. The constants agree because $aA^2+bB^2-pP^2=[(a+b)(aA^2+bB^2)-(aA+bB)^2]/p=ab(A-B)^2/p$. With $\int e^{-pu^2}du=\sqrt{\pi/p}$ the overlap is $s_0=\sqrt{\pi/p}\,e^{-\mu(A-B)^2}$, and differentiating this closed form gives $\partial s_0/\partial A=2\mu(B-A)\,s_0$. The overlap of $g_1$ with the second Gaussian follows from writing $x-A=(x-P)+X_{PA}$, where $X_{PA}=P-A=b(B-A)/p$. The part odd in $x-P$ integrates to zero, so $s_1=X_{PA}s_0$ and $2a\,s_1=2ab(B-A)s_0/p=2\mu(B-A)s_0$. The slope of an $s$--$s$ overlap is $2a$ times an ordinary $p$--$s$ overlap.

\section{The theorem}

Atomic units are used: lengths in bohr, energies in hartree ($E_h$). All functions are real. The unnormalised primitive Cartesian Gaussian is
\begin{equation}
g_{lmn}(\mathbf r;a,\mathbf A)=(x-A_x)^l(y-A_y)^m(z-A_z)^n\,e^{-a|\mathbf r-\mathbf A|^2},
\end{equation}
with non-negative integers $l,m,n$ and $a>0$. For primitives $g_a,g_b,g_c,g_d$ on centres $\mathbf A,\mathbf B,\mathbf C,\mathbf D$ and a point $\mathbf Q$, the ordinary integrals are
\begin{align}
\langle a|b\rangle&=\int g_ag_b\,d^3r, &
\langle a|T|b\rangle&=-\tfrac12\int g_a\nabla^2g_b\,d^3r,\nonumber\\
\langle a|v_Q|b\rangle&=\int\frac{g_ag_b}{|\mathbf r-\mathbf Q|}\,d^3r, &
(ab|cd)&=\iint\frac{g_ag_b(\mathbf r_1)\,g_cg_d(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .
\end{align}
The symbols $a+1_x$ and $a-1_x$ denote the primitive with the same exponent and centre as $g_a$ and with $l$ replaced by $l+1$ or $l-1$.

\paragraph{Theorem.} Let the exponents be held fixed, and let $\mathbf A,\mathbf B,\mathbf C,\mathbf D,\mathbf Q$ be treated as independent variables, which may take equal values.

(a) At every point $\mathbf r$,
\begin{equation}
\frac{\partial g_{lmn}}{\partial A_x}=2a\,g_{l+1,m,n}-l\,g_{l-1,m,n}, \label{rule}
\end{equation}
the second term being absent for $l=0$, and likewise for $y$ with $m$ and for $z$ with $n$.

(b) For $O=1$, $T$ or $v_Q$,
\begin{align}
\frac{\partial\langle a|O|b\rangle}{\partial A_x}&=2a\,\langle a+1_x|O|b\rangle-l\,\langle a-1_x|O|b\rangle, \label{oneel}\\
\frac{\partial(ab|cd)}{\partial A_x}&=2a\,(a+1_x\,,b|cd)-l\,(a-1_x\,,b|cd), \label{twoel}
\end{align}
and the same rule holds for each of the other functions with its own exponent and power.

(c) The derivative with respect to the position of the operator is
\begin{equation}
\frac{\partial\langle a|v_Q|b\rangle}{\partial Q_x}=-\Big(\frac{\partial}{\partial A_x}+\frac{\partial}{\partial B_x}\Big)\langle a|v_Q|b\rangle
=\int g_ag_b\,\frac{x-Q_x}{|\mathbf r-\mathbf Q|^3}\,d^3r , \label{operator}
\end{equation}
and the four centre derivatives of $(ab|cd)$ add to zero.

Parts (b) and (c) together say that the derivative of each of these integrals with respect to a nuclear coordinate is a finite combination of ordinary integrals. Part (c) is needed because the attraction operator depends on a nuclear position too, and that dependence is not a centre derivative of a basis function.

\section{Proof}

\paragraph{Proof of (a).} Since $|\mathbf r-\mathbf A|^2$ is the sum of three squares, $g_{lmn}$ is a product of three one-dimensional factors, and only $f(u)=u^le^{-au^2}$ with $u=x-A_x$ contains $A_x$. Because $\partial u/\partial A_x=-1$,
\begin{equation}
\frac{\partial f}{\partial A_x}=-\frac{df}{du}=-\big(l\,u^{l-1}e^{-au^2}-2a\,u^{l+1}e^{-au^2}\big)=2a\,u^{l+1}e^{-au^2}-l\,u^{l-1}e^{-au^2}.
\end{equation}
For $l=0$ the power is the constant 1 and its derivative is zero. Multiplying by the $y$ and $z$ factors gives (\ref{rule}). Since $\partial u/\partial x=+1$, the same lines show
\begin{equation}
\frac{\partial g_{lmn}}{\partial A_x}=-\frac{\partial g_{lmn}}{\partial x}. \label{minus}
\end{equation}

Part (b) needs the exchange of derivative and integral. The theorem of analysis that permits it (dominated convergence) reads: if $F(\mathbf r,t)$ is integrable in $\mathbf r$, differentiable in $t$, and $|\partial F/\partial t|\le H(\mathbf r)$ for all $t$ near $t_0$ with one integrable function $H$, then $\frac{d}{dt}\int F=\int\partial F/\partial t$ at $t_0$. Two lemmas supply $H$.

\paragraph{Lemma 1.} Fix $\mathbf A_0$. For every primitive there is a constant $K$ such that $|g_{lmn}(\mathbf r;a,\mathbf A)|\le K e^{-a|\mathbf r-\mathbf A_0|^2/4}$ for all $\mathbf r$ and all $\mathbf A$ with $|\mathbf A-\mathbf A_0|\le1$.

\emph{Proof.} Let $s=|\mathbf r-\mathbf A|$ and $L=l+m+n$. Each Cartesian factor is at most $s$ in size, so $|g|\le s^Le^{-as^2/2}\,e^{-as^2/2}$. The function $s^Le^{-as^2/2}$ is continuous and tends to zero at large $s$, so it has a finite maximum $K_1$. The triangle inequality and $(\alpha+\beta)^2\le2\alpha^2+2\beta^2$ give $|\mathbf r-\mathbf A_0|^2\le 2s^2+2$, that is $s^2\ge\frac12|\mathbf r-\mathbf A_0|^2-1$. Hence $e^{-as^2/2}\le e^{a/2}e^{-a|\mathbf r-\mathbf A_0|^2/4}$, and $K=K_1e^{a/2}$ serves.

\paragraph{Lemma 2.} If $G$ is bounded and $\int|G|\,d^3r$ is finite, then $\int|G(\mathbf r)|/|\mathbf r-\mathbf Q|\,d^3r\le 2\pi\max|G|+\int|G|\,d^3r$ for every $\mathbf Q$.

\emph{Proof.} Inside the unit ball around $\mathbf Q$, spherical coordinates give $\int s^{-1}\,4\pi s^2ds=2\pi$ over $0\le s\le1$, and $|G|$ is at most its maximum. Outside the ball $1/|\mathbf r-\mathbf Q|\le1$.

\paragraph{Proof of (b).} In $\langle a|O|b\rangle$ the integrand is $g_a$ times the function $Og_b$, which does not depend on $\mathbf A$. By (a) and Lemma 1, $|\partial g_a/\partial A_x|$ is bounded near $\mathbf A_0$ by a fixed Gaussian $G_0(\mathbf r)$. For $O=1$ take $H=G_0|g_b|$. For $O=T$, two uses of (\ref{minus}) and (\ref{rule}) in each direction show that $\nabla^2g_b$ is a finite sum of primitives, so $H=\frac12G_0|\nabla^2g_b|$ is integrable. For $O=v_Q$, $H=G_0|g_b|/|\mathbf r-\mathbf Q|$ is integrable by Lemma 2. The derivative may therefore be taken inside, and inserting (\ref{rule}) gives (\ref{oneel}). For the repulsion integral, $H=G_0|g_b|(\mathbf r_1)\,|g_cg_d|(\mathbf r_2)/|\mathbf r_1-\mathbf r_2|$. The integral over $\mathbf r_2$ is bounded by a constant independent of $\mathbf r_1$ (Lemma 2), and the remaining integral of $G_0|g_b|$ is finite. This gives (\ref{twoel}).

The other functions are reached by symmetry. The relations $\langle a|b\rangle=\langle b|a\rangle$, $\langle a|v_Q|b\rangle=\langle b|v_Q|a\rangle$ and $(ab|cd)=(ba|cd)$ hold because multiplication commutes, and $(ab|cd)=(cd|ab)$ holds by renaming $\mathbf r_1\leftrightarrow\mathbf r_2$. For $T$, one integration by parts gives $-\frac12\int g_a\nabla^2g_b=\frac12\int\nabla g_a\cdot\nabla g_b$, the surface term vanishing because Gaussians decay faster than any power, and the right side is symmetric in $a$ and $b$. Any of the functions can thus be brought to the first place, where the rule has been proved.

\paragraph{Proof of (c).} Write $\rho=g_ag_b$ and substitute $\mathbf r=\mathbf Q+\mathbf s$:
\begin{equation}
\langle a|v_Q|b\rangle=\int\frac{\rho(\mathbf Q+\mathbf s)}{s}\,d^3s .
\end{equation}
Now $\mathbf Q$ appears only in the smooth factor. As a function of $\mathbf s$, each primitive is centred at $\mathbf A-\mathbf Q$ or $\mathbf B-\mathbf Q$, so Lemmas 1 and 2 again allow the derivative inside:
\begin{equation}
\frac{\partial\langle a|v_Q|b\rangle}{\partial Q_x}=\int\frac{(\partial_x\rho)(\mathbf Q+\mathbf s)}{s}\,d^3s . \label{shifted}
\end{equation}
The product rule and (\ref{minus}) give $\partial_x\rho=-(\partial g_a/\partial A_x)g_b-g_a(\partial g_b/\partial B_x)$. Undoing the substitution and using (b) yields the first equality in (\ref{operator}). For the second, integrate (\ref{shifted}) by parts in $s_x$ over the region $s>\epsilon$. The surface term on the small sphere is at most $4\pi\epsilon^2\cdot\epsilon^{-1}\max|\rho|$ and vanishes as $\epsilon\to0$. The volume term is $-\int\rho\,\partial(1/s)/\partial s_x=+\int\rho\,s_x/s^3$, which converges at $s=0$ because $|s_x|/s^3\le1/s^2$ is cancelled by the $s^2$ of the volume element.

For the repulsion integral, move all four centres by $t$ along $x$ and substitute $x_1\to x_1+t$, $x_2\to x_2+t$. Each primitive returns to its original form and $|\mathbf r_1-\mathbf r_2|$ is unchanged, so the integral does not depend on $t$. The partial derivatives given by (b) are themselves integrals of the same type and so are continuous in the centres, which permits the chain rule: the derivative in $t$ is the sum of the four centre derivatives, and it is zero. This completes the proof.

The numerical check tests (a) by symbolic differentiation for $l=0$ to $5$. It tests (b) and (c) against finite differences of overlap, kinetic and attraction integrals between a $d$ and a $p$ shell on two centres, and of repulsion integrals over a $d$, a $p$, an $s$ and a $p$ shell on four different centres; the largest absolute deviation is about $10^{-12}$ in atomic units.

\section{Remarks on the form of the rule}

\paragraph{Remark 1 (dimensions and repeated use).} The primitive has dimension length$^{L}$ and $a$ has dimension length$^{-2}$, so both terms of (\ref{rule}) have dimension length$^{L-1}$, as a derivative must. Applying (\ref{rule}) to each term of (\ref{rule}), with $m,n$ suppressed,
\begin{align}
\frac{\partial^2g_l}{\partial A_x^2}&=2a\big[2a\,g_{l+2}-(l+1)g_l\big]-l\big[2a\,g_l-(l-1)g_{l-2}\big]\nonumber\\
&=4a^2g_{l+2}-2a(2l+1)\,g_l+l(l-1)\,g_{l-2}.
\end{align}
A first derivative needs integrals with one function raised by one unit; a second derivative needs two units in total.

\paragraph{Remark 2 (normalised functions).} The factors $2a$ and $l$ belong to unnormalised primitives. Let $I_l=\int u^{2l}e^{-2au^2}du$. The integral of the total derivative $\frac{d}{du}\big(u^{2l-1}e^{-2au^2}\big)=(2l-1)u^{2l-2}e^{-2au^2}-4a\,u^{2l}e^{-2au^2}$ over the line is zero for $l\ge1$, so $I_l=(2l-1)I_{l-1}/(4a)$, with $I_0=\sqrt{\pi/2a}$. The normalising factor $N_l=I_l^{-1/2}$ therefore obeys $N_l/N_{l-1}=\sqrt{4a/(2l-1)}$, and $N_l=(2a/\pi)^{1/4}(4a)^{l/2}/\sqrt{(2l-1)!!}$ with $(-1)!!=1$. For $\phi_l=N_lg_l$, whose $N_l$ does not depend on the centre,
\begin{align}
\frac{\partial\phi_l}{\partial A_x}&=2a\,\frac{N_l}{N_{l+1}}\,\phi_{l+1}-l\,\frac{N_l}{N_{l-1}}\,\phi_{l-1}
=2a\sqrt{\frac{2l+1}{4a}}\,\phi_{l+1}-l\sqrt{\frac{4a}{2l-1}}\,\phi_{l-1}\nonumber\\
&=\sqrt a\,\Big[\sqrt{2l+1}\,\phi_{l+1}-\frac{2l}{\sqrt{2l-1}}\,\phi_{l-1}\Big].
\end{align}
The $y$ and $z$ factors of the norm are common to all three functions and drop out. Both terms scale as $\sqrt a$, the inverse width of the function.

\paragraph{Remark 3 (contractions).} A contracted function $\chi=\sum_kd_k\,g_{lmn}(a_k)$ with fixed $d_k$ has
\begin{equation}
\frac{\partial\chi}{\partial A_x}=\sum_k2a_kd_k\;g_{l+1,m,n}(a_k)-l\sum_kd_k\;g_{l-1,m,n}(a_k).
\end{equation}
The raised function carries the coefficients $2a_kd_k$, which shift weight to the tight primitives, so it is not a multiple of $\sum_kd_k\,g_{l+1,m,n}(a_k)$ unless there is only one exponent.

\paragraph{Remark 4 (pure shells).} Here $x$ and $r$ are measured from the centre. A pure function is $Ye^{-ar^2}$, where $Y$ is a homogeneous polynomial of degree $L$ with $\nabla^2Y=0$. It is a fixed combination of Cartesian primitives, so the theorem applies term by term and the centre derivative is $(2a\,xY-\partial_xY)e^{-ar^2}$. The lowered polynomial is harmonic, since $\nabla^2\partial_xY=\partial_x\nabla^2Y=0$. The raised one is not, unless $Y$ is independent of $x$: $\nabla^2(xY)=2\partial_xY+x\nabla^2Y=2\partial_xY$. For a harmonic polynomial $U$ of degree $k$, $\nabla^2(r^2U)=6U+4\,\mathbf r\cdot\nabla U=(6+4k)U$, by Euler's relation $\mathbf r\cdot\nabla U=kU$. With $U=\partial_xY$ and $k=L-1$ the factor is $4L+2$, so $xY-r^2\partial_xY/(2L+1)$ is harmonic. The raised function is thus a pure function of degree $L+1$ plus an $r^2$ multiple of one of degree $L-1$; for $Y=x$ this reads $x^2=(x^2-r^2/3)+r^2/3$. The ordinary integrals needed therefore include, besides the pure functions of degree $L+1$, the functions $r^2Ue^{-ar^2}$ with $U$ harmonic of degree $L-1$. Both sets lie in the Cartesian shell $L+1$; for $L=1$ they number $5+1=6$ and for $L=2$ they number $7+3=10$, filling it, while for $L=3$ they give $9+5=14$ of its 15 functions.

\paragraph{Remark 5 (where the result fails).} If exponents or contraction coefficients are made to depend on the geometry, further terms arise in the derivatives of the integrals, such as $\partial g/\partial a=-|\mathbf r-\mathbf A|^2g$. The closure of the family rests on the derivative of the exponent $-ar^2$ being a polynomial. For a $1s$ Slater function, $\partial e^{-\zeta r}/\partial A_x=\zeta\,(x/r)\,e^{-\zeta r}$ with $x$ and $r$ measured from the centre, and the factor $1/r$ makes this a function that is not a polynomial times $e^{-\zeta r}$.

\section{First example: a $p$--$s$ overlap}

Place a $p_x$ primitive with $a=0.8$ bohr$^{-2}$ at the origin and an $s$ primitive with $b=0.4$ bohr$^{-2}$ at $R=1.5$ bohr on the $x$ axis; these are round model values. Results below are formed from unrounded intermediates, so the last printed digit of a product may differ from the product of the printed factors. Then $p=1.2$ bohr$^{-2}$, $\mu=0.32/1.2=0.266667$ bohr$^{-2}$ and $X_{PA}=0.4\times1.5/1.2=0.5$ bohr. Identity (\ref{product}) in three directions gives
\begin{equation}
\langle s|s\rangle=(\pi/p)^{3/2}e^{-\mu R^2}=4.235971\times0.548812=2.324750\ \text{bohr}^3 .
\end{equation}
As on the line, $\langle p_x|s\rangle=X_{PA}\langle s|s\rangle=1.162375$ bohr$^4$. For the raised function, $(x-A_x)^2=(x-P)^2+2X_{PA}(x-P)+X_{PA}^2$. The middle term is odd, and the recursion of Remark 2 with $2a$ replaced by $p$ gives $\int u^2e^{-pu^2}du=\frac1{2p}\int e^{-pu^2}du$. So
\begin{equation}
\langle d_{xx}|s\rangle=\Big(X_{PA}^2+\frac1{2p}\Big)\langle s|s\rangle=(0.25+0.416667)\times2.324750=1.549833\ \text{bohr}^5 .
\end{equation}
The theorem with $l=1$ gives
\begin{equation}
\frac{\partial\langle p_x|s\rangle}{\partial A_x}=1.6\times1.549833-2.324750=2.479733-2.324750=0.154983\ \text{bohr}^3 ,
\end{equation}
and a finite difference of the overlap computed by quadrature gives $0.15498333$ bohr$^3$. The raised term alone is sixteen times the answer. The near cancellation has a simple origin. Using $a/p-1=-b/p$ and $2aX_{PA}^2=2ab^2R^2/p^2=(b/p)\,2\mu R^2$,
\begin{equation}
2a\Big(X_{PA}^2+\frac1{2p}\Big)-1=\frac bp\,\big(2\mu R^2-1\big).
\end{equation}
The overlap is proportional to $Re^{-\mu R^2}$, which has its maximum at $2\mu R^2=1$. Here $2\mu R^2=1.2$, a little beyond the maximum, so moving $A$ towards $B$ raises the overlap, and only slowly.

The derivative of each overlap, kinetic, attraction and repulsion integral with respect to a nuclear coordinate has been shown to be a finite combination of ordinary integrals, and the rule has been checked on a $p$--$s$ overlap. What remains is to use it in the Hartree--Fock gradient and to test that gradient on the hydrogen molecule and BH.
